# Photoionisation cross section of the 1s state in hydrogen-like ions, part 2

A photon of energy $\omega$ lifts one electron, bound to a fixed point nucleus of charge $Z$, from the 1s state (binding energy $I=Z^2/2$) to energy $E=k^2/2$, so $2\omega=Z^2+k^2$. Hartree atomic units are used ($\hbar=m_e=|e|=1$, Gaussian fields, $c=1/\alpha$, lengths in $a_0$); in exponentials $e$ is Euler's number.

With $H_0=\tfrac12p^2-\frac Zr$, the electric field $\mathbf F$, along $z$, couples as $\mathbf F\cdot\mathbf r$; $\theta$ is the angle from $z$. This dipole approximation replaces $e^{i\boldsymbol\kappa\cdot\mathbf r}$, $\kappa=\alpha\omega$, by one. The neglected term linear in $\boldsymbol\kappa$ leads only to $l=2$, orthogonal to the p wave, so it affects the angular distribution but not the total cross section.

For energy-normalised final states,

$$\sigma=4\pi^2\alpha\,\omega\,|\langle E|z|1s\rangle|^2=\frac{4\pi^2\alpha\omega}{3}R^2=2\pi^2\alpha\,\frac{df}{dE},\qquad R=\int_0^\infty u_{E1}\,r\,u_{10}\,dr,$$

with $u_{10}=2Z^{3/2}re^{-Zr}$. A discrete line has $f=2\omega_{fi}|z_{fi}|^2$. The commutator $[H_0,z]=-ip_z$ gives the velocity form, $\omega\langle f|z|i\rangle=-i\langle f|p_z|i\rangle$.

The final wave is $u_{E1}=\sqrt{2/\pi k}\,C_1k^2g$, where $g=r^2h$ is regular and

$$g''+\Big(k^2+\frac{2Z}{r}-\frac{2}{r^2}\Big)g=0,\qquad rh''+4h'+(k^2r+2Z)h=0,\qquad h(0)=1.$$

With $\nu=Z/k$,

$$C_1=\frac{e^{\pi\nu/2}\,|\Gamma(2+i\nu)|}{3},\qquad C_1^2=\frac{2\pi\nu\,(1+\nu^2)}{9\,(1-e^{-2\pi\nu})};$$

a free wave has $C_1=1/3$. The integrals $L_n(s)=\int_0^\infty r^ne^{-sr}h\,dr$ obey

$$(s^2+k^2)L_4=(4s-2Z)L_3,\qquad L_3(s)=\frac{6}{(s^2+k^2)^2}\,e^{-2\nu\arctan(k/s)},$$

$$J=L_4(Z)=\frac{12Z}{(2\omega)^3}\,e^{-2\nu\operatorname{arccot}\nu}.$$

The opening special case, a zero-energy power series, gave the $k=0$ value $J_0=12e^{-2}/Z^5$. Then

$$R^2=\frac2\pi\,k^3C_1^2\cdot4Z^3J^2=\frac{256\,Z^6}{(2\omega)^5}\,G,\qquad G=\frac{e^{-4\nu\operatorname{arccot}\nu}}{1-e^{-2\pi\nu}},$$

and the cross section is Stobbe's formula:

$$\sigma(\omega)=\frac{2^9\pi^2\alpha\,a_0^2}{3Z^2}\Big(\frac I\omega\Big)^4\frac{e^{-4\nu\operatorname{arccot}\nu}}{1-e^{-2\pi\nu}},\qquad\nu=\frac{Z}{k}=\Big(\frac\omega I-1\Big)^{-1/2}.$$

It is exact for the stated model: one non-relativistic electron, a fixed point nucleus, dipole coupling, first order in the field.

At threshold $\nu\to\infty$, the denominator tends to one, the numerator tends to $e^{-4}$, and

$$\sigma_0=\frac{2^9\pi^2\alpha\,a_0^2}{3\,e^4\,Z^2}.$$

With $\alpha=0.0072973526$ the prefactor is $2^9\pi^2\alpha/3=12.29175$, and $e^{-4}=0.0183156$, so for hydrogen $\sigma_0=12.29175\times0.0183156=0.225131\,a_0^2$. One megabarn is $10^{-22}$ m$^2$ and $a_0^2=28.00285$ Mb, so $\sigma_0=0.225131\times28.00285=6.304$ Mb, which is $6.30$ Mb to three figures. Division by $4$ gives $0.056283\,a_0^2=1.576$ Mb for He$^+$ at $I=2$ hartree, and division by $36$ gives $0.006254\,a_0^2=0.175$ Mb for C$^{5+}$ at $I=18$ hartree. The radial integral for hydrogen at threshold is $R^2=256e^{-4}=4.6888\ a_0^2/\text{hartree}$, that is $R=16e^{-2}$.

These digits belong to the model. For a real hydrogen atom the relative motion has reduced mass $\mu$ and, the atom being neutral, the field couples to the relative coordinate with unit charge. The substitution $r=x/\mu$ turns $p^2/2\mu-1/r$ into $\mu$ times the Hamiltonian used here, so energies scale as $\mu$ and lengths as $1/\mu$. Since $R^2$ is a squared length per energy, $\omega R^2$ scales as $\mu^{-2}$. With a proton roughly $1800$ times heavier than the electron this raises $\sigma_0$ by roughly $0.1$ per cent of its value, which is enough to touch the third figure.

The cross section jumps to a finite value at threshold, and the reason is visible in $R^2=(2/\pi)k^3C_1^2\cdot4Z^3J^2$. The integral $J$ is smooth at $k=0$, because the regular solution at fixed $r$ depends smoothly on the energy. For a free outgoing p wave $C_1=1/3$, and $\sigma$ would vanish as $k^3$; this is the threshold law for p-wave photodetachment from a short-range potential that has no p state near zero energy, where the slow electron meets the centrifugal barrier and $C_1$ tends to a constant. In the Coulomb field $C_1^2\to2\pi\nu^3/9$, which grows as $k^{-3}$ and cancels the suppression: $k^3C_1^2\to2\pi Z^3/9$. Beyond $r=1/Z$ the attraction $2Z/r$ exceeds the barrier $2/r^2$, so even a zero-energy electron has a real local momentum throughout the outer part of the atom. Inserting this limit and $J_0$ gives $R^2=(2/\pi)(2\pi Z^3/9)\,4Z^3\cdot144e^{-4}/Z^{10}=256e^{-4}/Z^4$, which completes the opening special case.

Just above threshold put $x=1/\nu^2=\omega/I-1$. The series $\arctan y=y-y^3/3+y^5/5-\ldots$ at $y=1/\nu$ gives $\nu\operatorname{arccot}\nu=1-x/3+x^2/5-\ldots$, while $e^{-2\pi\nu}$ vanishes faster than any power of $x$. Then

$$\ln\frac{\sigma}{\sigma_0}=-4\ln(1+x)+\frac43x-\frac45x^2+\ldots ,$$

and dividing by $\ln(\omega/I)=\ln(1+x)=x-x^2/2+\ldots$, the mean logarithmic slope between threshold and $x$ is $-4+\tfrac43+(\tfrac23-\tfrac45)x=-\tfrac83-\tfrac{2}{15}x$ to first order. The cross section starts to fall as $\omega^{-8/3}$, more slowly than the explicit $\omega^{-4}$, because the exponential factor rises from $e^{-4}$. At $x=0.01$ the mean slope is $-2.6667-0.0013=-2.6680$.

The formula depends on $Z$ only through the prefactor $Z^{-2}$ and the ratio $\omega/I$, and this follows from scaling alone. With $r=x/Z$ the Hamiltonian becomes $Z^2$ times that of hydrogen, so energies scale as $Z^2$ and lengths as $Z^{-1}$. The squared radial integral, a squared length per unit energy, scales as $Z^{-4}$, and $\omega R^2$ as $Z^{-2}$:

$$\sigma_Z(\omega)=\frac{1}{Z^2}\,\sigma_1\Big(\frac{\omega}{Z^2}\Big).$$

The $1/Z^2$ law compares ions at the same $\omega/I$, in particular each at its own threshold. At fixed photon energy the comparison is different: wherever $\sigma_1\propto\omega^{-p}$, the scaling gives $\sigma_Z\propto Z^{2p-2}$, and with $p$ at least $8/3$ the more highly charged ion absorbs more strongly, as long as $\omega$ is above its threshold.

As a worked case take hydrogen at $\omega=1$ hartree ($27.211$ eV), twice the binding energy. Then $k^2=2\omega-Z^2=1$, so $k=1\ a_0^{-1}$, $\nu=1$ and $\operatorname{arccot}\nu=\pi/4$. The gamma factor is $|\Gamma(2+i)|^2=2\pi/\sinh\pi=0.544058$. With $1-e^{-2\pi}=0.998133$ the normalisation is $C_1^2=4\pi/(9\times0.998133)=1.39888$, to be set against $1/9$ for a free wave. The exponential in the dipole integral is $e^{-\pi/2}=0.207880$, so $J=(12/8)\times0.207880=0.31182\,a_0^5$. Next $G=0.207880^2/0.998133=0.043295$, and $R^2=(256/32)\,G=8\times0.043295=0.34636\ a_0^2/\text{hartree}$; the unreduced product $(2/\pi)\times1.39888\times4\times0.31182^2$ has the same value. Finally

$$\sigma=12.29175\times\frac{1}{16}\times0.043295=0.033261\,a_0^2=0.931\ \text{Mb},$$

which is the fraction $0.1477$ of the threshold value. For He$^+$ at $\omega=4$ hartree, $k=2\ a_0^{-1}$ and $\nu$ is again one, so the cross section is one quarter, $0.008315\,a_0^2=0.233$ Mb. For hydrogen at $\omega/I=1.5$, $5$ and $10$ the formula gives $0.074685$, $0.002245$ and $0.000265\,a_0^2$, or $\sigma/\sigma_0=0.3317$, $0.00997$ and $0.00118$. The mean slope over the first decade is $\log_{10}0.00118=-2.93$, and between $\omega/I=5$ and $10$ it is $\ln(0.00118/0.00997)/\ln2\approx-3.1$. An $\omega^{-3}$ law is thus a rough interpolation over the first decade and not a limit of the formula at either end.

The same quantities can be had from the radial equation with no special functions. One starts at small $r$ from the series $g=r^2-\tfrac12Zr^3+\tfrac1{10}(Z^2-k^2)r^4$, integrates outward with an adaptive eighth-order Runge–Kutta method while accumulating $J$, and reads the amplitude at a radius between tens and hundreds of $a_0/Z$. To read it, write $g=a\sin\phi$ with $a=Aw^{-1/2}$, $w=\phi'$ and $A$ constant. Then $g''=(a''-aw^2)\sin\phi+(2a'w+aw')\cos\phi$, the second bracket vanishes because $a^2w$ is constant, and the radial equation $g''+Qg=0$, with $Q=k^2+2Z/r-2/r^2$, becomes the Milne equation $w^2=Q+w^{1/2}(w^{-1/2})''$. One iteration from $w=\sqrt Q$ supplies $w$ at the matching radius, and eliminating $\phi$ between $g$ and $g'$ gives $A^2=wg^2+(g'+w'g/2w)^2/w$. As $r\to\infty$, $w\to k$, so the energy-normalised function is the one with $A^2=2/\pi$. This condition contains no $k$ and therefore carries over to $k=0$, where $w\approx\sqrt{2Z/r}$. The procedure gives $C_1^2=1.398876$, $J=0.311819\,a_0^5$, $R^2=0.346358\ a_0^2/\text{hartree}$ and $\sigma=0.033261\,a_0^2$ for the worked case; at $k=0$ it gives $R^2=4.68880\ a_0^2/\text{hartree}$ for hydrogen and $\sigma_0=0.225131$, $0.056283$ and $0.006254\,a_0^2$ for $Z=1,2,6$; and from $k=0$ and $k=0.1\ a_0^{-1}$ it gives the mean slope $-2.6680$.

The definition of the cross section as ionisations per incident photon can likewise be applied directly, without the golden rule or a delta-normalised state. Confine the p waves of hydrogen to a sphere of radius $250\,a_0$ and diagonalise the three-point finite-difference Hamiltonian with step $0.05\,a_0$, which yields $113$ p states below $1$ hartree. Couple them to the 1s state by the pulse $F(t)=F_0e^{-t^2/2\tau^2}\cos\omega t$ with $F_0=0.001$, $\tau=60$ atomic units and $\omega=0.75$ hartree, and integrate the coupled amplitude equations from $-5\tau$ to $5\tau$. The probability left in states of positive energy is $5.7847\times10^{-5}$. The fluence, $\int cF^2dt/(4\pi\omega)=F_0^2\tau\sqrt\pi/(8\pi\alpha\omega)$ after averaging $\cos^2$ to one half, is $7.7314\times10^{-4}$ photons per $a_0^2$. The ratio is $0.07482\,a_0^2$, about $0.2$ per cent above the formula's $0.07469\,a_0^2$. An excess of this sign and size follows from the bandwidth. In first order the pulse populates energies with weight $e^{-\Delta^2\tau^2}$, the squared Fourier transform of the envelope, whose variance is $1/2\tau^2$. The averaged quantity is the squared matrix element, proportional to $\sigma/\omega$. The values at $\omega/I=1$, $1.5$ and $2$ put the local exponent of $\sigma$ near $-2.8$, so $\sigma/\omega\sim\omega^{-3.8}$, and the mean of this convex function exceeds its central value by the relative amount $\tfrac12\cdot(1/2\tau^2)\cdot3.8\times4.8/\omega^2\approx0.002$. The last digits above depend on the grid. Refining the step from $0.05$ to $0.0125\,a_0$ raises the probability by about $0.03$ per cent, to $5.787\times10^{-5}$, and the ratio to $0.07485\,a_0^2$. The excess then becomes $0.0022$, which is the value obtained by averaging $\sigma/\omega$ from the formula over the weight $e^{-\Delta^2\tau^2}$. Enlarging the sphere to $350\,a_0$ changes nothing at this precision.

The finite threshold value joins the continuum to the Rydberg series below it. For a high $np$ level of hydrogen the semiclassical wave in the allowed region is $u_n=Aw^{-1/2}\sin\phi$ with $w=\sqrt Q$. Averaging $\sin^2\phi$ to one half, unit norm requires $\tfrac12A^2\int dr/w=1$. The quantisation condition $\int w\,dr=\pi(n+\text{const})$, differentiated with respect to energy using $\partial w/\partial E=1/w$, gives $\int dr/w=\pi\,dn/dE$. Hence $A^2=(2/\pi)\,dE/dn$: to leading order in $1/n$, the bound function in the inner region is the energy-normalised threshold function times $\sqrt{dE/dn}$. With $E_n=-1/2n^2$, $dE/dn=n^{-3}$, and

$$n^3f_n\to\frac{df}{dE}\Big|_{0}=\frac{\sigma_0}{2\pi^2\alpha}=\frac{2^8}{3e^4}=\frac{256}{3\times54.59815}=1.56293\ \text{hartree}^{-1}.$$

The bound functions are $r^2e^{-r/n}L^{(3)}_{n-2}(2r/n)$ with the generalised Laguerre polynomial, so both the norm and the dipole integral are polynomials times an exponential, and Gauss–Laguerre quadrature with $60$ nodes is exact for them up to rounding. With $f_n=\tfrac23\omega_{n1}R_n^2$ this yields $f_2=0.41620$, $f_3=0.07910$, and $n^3f_n=1.57340$ at $n=20$ and $1.56554$ at $n=40$. If the correction is assumed proportional to the energy, that is to $1/n^2$, it is removed by the combination $(4\times1.56554-1.57340)/3=1.56292$, which differs from the threshold density by about $10^{-5}$ hartree$^{-1}$. An absorption spectrum too coarse to resolve the high lines therefore passes through the ionisation limit without a step, in this isolated-atom model.

The total strength is fixed by the Thomas–Reiche–Kuhn sum rule. From $[H_0,z]=-ip_z$ and $[z,p_z]=i$ follows $[z,[H_0,z]]=1$. The double commutator equals $2zH_0z-z^2H_0-H_0z^2$; its expectation value in the 1s state, with a complete set inserted, is $2\sum_f(E_f-E_i)|z_{fi}|^2$. Therefore

$$\sum_{n\ge2}f_n+\frac{1}{2\pi^2\alpha}\int_I^\infty\sigma\,d\omega=1 .$$

Summing the quadrature values of $f_n$ to $n=40$ and estimating the rest as $40^3f_{40}\sum_{n>40}n^{-3}$ gives $0.5650$ for the lines. Adaptive quadrature of Stobbe's formula over $k$, with $d\omega=k\,dk$, gives $0.4350$ for the continuum, and the two add to one. Both shares are independent of $Z$, since $\sigma\,d\omega$ is invariant under the scaling above.

Far above threshold the electron is fast, and a plane wave offers itself as final state. In the velocity form $\sigma=(4\pi^2\alpha/\omega)\sum|\langle f|p_z|i\rangle|^2$. Plane waves $(2\pi)^{-3/2}e^{i\mathbf k\cdot\mathbf r}$ are normalised to $\delta^3(\mathbf k-\mathbf k')$, and $d^3k=k\,dE\,d\Omega$, so the sum at fixed energy is $k\int d\Omega$. The matrix element is $k\cos\theta\,\tilde\psi(k)$, with $\tilde\psi$ the Fourier transform of $\psi_{1s}=(Z^3/\pi)^{1/2}e^{-Zr}$. The angular integral of the plane wave gives $4\pi\sin kr/kr$, and $\int_0^\infty re^{-Zr}\sin kr\,dr=\operatorname{Im}(Z-ik)^{-2}=2Zk/(Z^2+k^2)^2$, so

$$\tilde\psi(k)=\frac{1}{(2\pi)^{3/2}}\sqrt{\frac{Z^3}{\pi}}\,\frac{8\pi Z}{(Z^2+k^2)^2},\qquad\tilde\psi^2=\frac{8Z^5}{\pi^2(2\omega)^4}.$$

With $\int\cos^2\theta\,d\Omega=4\pi/3$,

$$\sigma_B=\frac{4\pi^2\alpha}{\omega}\,k\cdot\frac{4\pi}{3}k^2\cdot\frac{8Z^5}{\pi^2(2\omega)^4}=\frac{256\pi\alpha}{3}\,\frac{Z^5k^3}{(2\omega)^5},$$

which for $k\gg Z$, where $k^3\to(2\omega)^{3/2}$, behaves as $Z^5\omega^{-7/2}$. Dividing the exact $(512\pi^2\alpha/3)Z^6(2\omega)^{-4}G$ by it gives $2\pi Z(2\omega)G/k^3=2\pi\nu(1+\nu^2)G$. Using $\operatorname{arccot}\nu=\pi/2-\arctan\nu$, one has $G=e^{4\nu\arctan\nu}/(e^{2\pi\nu}-1)$, so

$$\frac{\sigma}{\sigma_B}=\frac{2\pi\nu}{e^{2\pi\nu}-1}\,(1+\nu^2)\,e^{4\nu\arctan\nu}=1-\pi\nu+\Big(\frac{\pi^2}{3}+5\Big)\nu^2-5\pi\nu^3+\ldots$$

The expansion uses $y/(e^y-1)=1-y/2+y^2/12+O(y^4)$ at $y=2\pi\nu$ and $(1+\nu^2)e^{4\nu\arctan\nu}=1+5\nu^2+O(\nu^4)$. The plane-wave velocity result is the correct leading term, but the correction is of first order in $\nu$ with coefficient $\pi$, so it decays only as $\omega^{-1/2}$. For hydrogen at $k=50\ a_0^{-1}$, $\nu=0.02$, the ratio is $0.94036$. The linear term alone gives $0.93717$, the quadratic term adds $8.29\times0.0004=0.00332$, and the cubic term removes $0.00013$, which brings the sum to $0.94036$. The exact cross section is there still six per cent below $\sigma_B$. The sign is the net result of two opposed factors, both first order in $\nu$: the normalisation $9C_1^2\approx1+\pi\nu$ raises the cross section, and the squared overlap factor $e^{-4\nu\operatorname{arccot}\nu}\approx1-2\pi\nu$ lowers it twice as much.

The plane wave in the length form gives a different answer. There $\langle\mathbf k|z|1s\rangle=i\,\partial\tilde\psi/\partial k_z=i\cos\theta\,\tilde\psi'(k)$, and $\tilde\psi'=-4k\tilde\psi/(Z^2+k^2)=-2k\tilde\psi/\omega$. So $\omega|\langle\mathbf k|z|1s\rangle|=2k|\cos\theta|\tilde\psi$, twice the velocity element, and the cross section comes out as $4\sigma_B$ at every energy. The two forms need not agree, because their equality used eigenstates of one Hamiltonian on both sides, and a plane wave is not an eigenstate of $H_0$. The relation $(s^2+k^2)L_4=(4s-2Z)L_3$ shows which form survives. The term $-2Z$ comes from the Coulomb potential acting on the outgoing electron, and $s$ is the decay constant of the bound state. Apart from the normalisation of the final wave, whose ratio $3C_1$ to that of a free wave tends to one as $\nu\to0$, the velocity element is proportional to $L_3$. In $L_3$ the final-state attraction enters only through $e^{-2\nu\arctan(k/s)}$, which also tends to one. The length element is $L_4$, and dropping the attraction replaces $4s-2Z$ by $4s$; at $s=Z$ that is $4Z$ in place of $2Z$, a factor of two however large $k$ is. In the length integral the leading contributions cancel so far that the first-order Coulomb distortion of the final wave is of the same order in $1/k$ as the plane-wave term, tending for $k\gg Z$ to half its size and of opposite sign.

The high-energy end is also where the model gives out. Keeping the factor $e^{i\boldsymbol\kappa\cdot\mathbf r}$ in the plane-wave velocity element replaces $\tilde\psi(k)$ by $\tilde\psi(|\mathbf k-\boldsymbol\kappa|)$, whose denominator contains $Z^2+k^2-2\mathbf k\cdot\boldsymbol\kappa+\kappa^2$. Relative to $2\omega$ the cross term is $k\kappa/\omega=k\alpha$ times the cosine of the angle between electron and photon directions, so for a fast electron the retardation parameter is $k\alpha$, the speed of the electron in units of $c$. It tilts the angular distribution forward at first order and, by the orthogonality argument given earlier, alters the total cross section at order $(k\alpha)^2$. The relativistic correction to the kinetic energy, $-p^4\alpha^2/8$ against $p^2/2$, is of relative order $(k\alpha)^2$ for the outgoing electron and $(Z\alpha)^2$ for the bound one. Stobbe's formula therefore describes a real ion when $Z\alpha\ll1$ and $k\alpha\ll1$, with relative errors estimated to be of order $(Z\alpha)^2$ and $(k\alpha)^2$, in addition to the finite-nuclear-mass correction, which for a nucleus of mass $M$ in electron masses is about $2Z/M$, because in an ion the field couples to the relative coordinate with charge $(M+Z)/(M+1)$ and $\sigma_0$ acquires the factor $(1+Z/M)^2$; this is about $1.1\times10^{-3}$ for hydrogen and $5.5\times10^{-4}$ for He$^+$ and C$^{5+}$, and for hydrogen near threshold it is the largest of the three. At $k=50\ a_0^{-1}$ the parameter $k\alpha$ is already $0.36$, so the $\omega^{-7/2}$ law is a property of the non-relativistic dipole model that hydrogen approaches only loosely: the plane-wave limit needs $k\gg\pi Z$, the model needs $k\ll1/\alpha$, and for larger $Z$ the window between the two closes. At the other end, the sharp edge and the value $\sigma_0$ rest on an unscreened $-Z/r$ potential out to infinity. A static field or a screening medium alters the potential at large $r$, and with it the highest Rydberg levels and the spectrum near $\omega=I$, and in an atom with more electrons the outgoing wave sees a charge that varies with radius, for which the equation for $h$, and with it the closed form of $L_3$, no longer holds.

Numbers in the example were calculated in double precision.
